# Square-root-of-time electromigration stress where polycrystalline and bamboo segments meet

## 1. A line that ends at a wall

Take a long, straight metal line along $x<0$ that ends at $x=0$ in a wall no atom can cross. Electrons flow towards $+x$ and push atoms the same way. Atoms pile up at the wall and the metal there goes into compression. How fast does this happen? We need a law for the atomic flux and a law for the stress that added atoms cause.

**Flux.** Let an atom hop between sites a distance $a$ apart, at rate $\Gamma$ in each direction. In time $t$ its mean square displacement is $2\Gamma t a^2$. This equals $2Dt$, so $D=\Gamma a^2$. A force $f$ along $+x$ lowers the forward barrier by $fa/2$ and raises the backward one by the same amount. The drift velocity is

$$v=\Gamma a\left(e^{fa/2kT}-e^{-fa/2kT}\right)=\frac{2D}{a}\sinh\frac{fa}{2kT}\approx\frac{Df}{kT},$$

where the last form requires $fa\ll 2kT$.

Two forces act. The electron wind gives $F=Z^*e\rho j$, with $Z^*$ the magnitude of the effective charge number, $\rho$ the resistivity and $j$ the current density. We count $F$ positive along $+x$. The other force comes from stress. Let $\sigma$ be the change of hydrostatic stress from its uniform initial value, with tension positive. Adding an atom of volume $\Omega$ to metal under tension lets the surroundings do work $\Omega\sigma$, so to first order in stress the chemical potential changes by $-\Omega\sigma$. The force is minus its gradient, $+\Omega\,\partial\sigma/\partial x$, and it drives atoms towards tension. With about $1/\Omega$ atoms per unit volume,

$$J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).$$

**Stress.** The line is held by a stiff surrounding dielectric. If the number of atoms per volume $C$ rises, the metal cannot expand freely and is compressed. We write $dC/C=-d\sigma/M$, which defines the effective modulus $M$ of the confined line. Atom conservation is $\partial C/\partial t=-\partial J/\partial x$. The two minus signs cancel, and with $C\approx1/\Omega$

$$\frac{\partial\sigma}{\partial t}=M\Omega\frac{\partial J}{\partial x}.$$

Define $\varphi=M\Omega J$, the driving gradient $G=F/\Omega$ and the stress diffusivity $\kappa=DM\Omega/(kT)$. Then

$$\varphi=\kappa\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad \frac{\partial\sigma}{\partial t}=\frac{\partial\varphi}{\partial x}. \tag{1}$$

**Solution at the wall.** Let $\kappa$ and $G$ be constant. Differentiating the first relation in time and using the second gives

$$\frac{\partial\varphi}{\partial t}=\kappa\frac{\partial^2\varphi}{\partial x^2}. \tag{2}$$

At $t=0$ the stress change is zero, so $\varphi=\kappa G$ everywhere. At the wall $\varphi=0$ afterwards. Try $\varphi=\kappa G\,\mathrm{erf}\,\xi$ with $\xi=|x|/(2\sqrt{\kappa t})$. For a function $h(\xi)$, the left side of (2) is $-\xi h'/(2t)$ and the right side is $h''/(4t)$. Equation (2) thus asks for $h''=-2\xi h'$. The error function satisfies this, because $h'=(2/\sqrt\pi)e^{-\xi^2}$. It also has the required values at $\xi=0$ and $\xi\to\infty$.

Since $|x|$ decreases as $x$ approaches the wall from the left, the slope there is negative:

$$\frac{\partial\sigma}{\partial t}\bigg|_{0}=\frac{\partial\varphi}{\partial x}\bigg|_{0}=-\frac{\kappa G}{\sqrt{\pi\kappa t}}=-G\sqrt{\frac{\kappa}{\pi t}}.$$

Integrating from zero,

$$\sigma_{\rm wall}=-2G\sqrt{\frac{\kappa t}{\pi}}. \tag{3}$$

The scaling can be read directly. The number of atoms delivered grows as $\kappa Gt$, and they spread over a length of order $\sqrt{\kappa t}$. The ratio is of order $G\sqrt{\kappa t}$.

## 2. Replacing the wall by a bamboo segment

Now let the line continue. For $x<0$ it is polycrystalline (label P), with connected grain boundaries that carry atoms quickly. For $x>0$ it is bamboo (label B): each grain spans the line, and atoms must move by slower routes such as the interfaces or the lattice. Here $D_{\rm P}$ and $D_{\rm B}$ are effective diffusivities averaged over the cross-section.

We assume that:

- both segments are long compared with $\sqrt{\kappa_i t}$;
- $G$ and $M$ are the same in both;
- each $D_i$ is constant, in particular independent of stress;
- no void or other damage has formed;
- vacancy sources and sinks (grain boundaries, dislocations, interfaces) keep vacancies in equilibrium with the local stress, so that arriving atoms are built into the lattice at once. This is least secure in the bamboo segment.

Equations (1) and (2) hold in each segment with its own $\kappa_i$. At the junction two conditions apply. Atoms do not collect in a plane of zero thickness, so $J$ is continuous, and with a common $M$ so is $\varphi$. The stress is continuous as well, since a jump would mean an unbounded force on the atoms there. Because $\sigma$ agrees on both sides at all times, so does $\partial\sigma/\partial t$, and by (1) so does $\partial\varphi/\partial x$.

Initially $\varphi$ is a step, $\kappa_{\rm P}G$ on the left and $\kappa_{\rm B}G$ on the right. The problem contains no fixed length, which suggests a solution in $|x|/\sqrt t$, with a constant value $\varphi_J$ at the junction:

$$\varphi=\varphi_J+(\kappa_iG-\varphi_J)\,\mathrm{erf}\,\xi,\qquad \xi=\frac{|x|}{2\sqrt{\kappa_it}}. \tag{4}$$

This satisfies (2), the initial step and the continuity of $\varphi$. Equality of slopes fixes $\varphi_J$. The left side carries a minus sign from $|x|$:

$$\frac{\kappa_{\rm B}G-\varphi_J}{\sqrt{\pi\kappa_{\rm B}t}}=-\frac{\kappa_{\rm P}G-\varphi_J}{\sqrt{\pi\kappa_{\rm P}t}}.$$

Multiply by $\sqrt{\pi t}$ and collect terms:

$$G\left(\sqrt{\kappa_{\rm P}}+\sqrt{\kappa_{\rm B}}\right)=\varphi_J\left(\frac1{\sqrt{\kappa_{\rm P}}}+\frac1{\sqrt{\kappa_{\rm B}}}\right)=\varphi_J\,\frac{\sqrt{\kappa_{\rm P}}+\sqrt{\kappa_{\rm B}}}{\sqrt{\kappa_{\rm P}\kappa_{\rm B}}}.$$

Hence

$$\varphi_J=G\sqrt{\kappa_{\rm P}\kappa_{\rm B}}. \tag{5}$$

The junction flux is constant in time and is the geometric mean of the two undisturbed fluxes. The stress gradient slows the atoms on the fast side and speeds them up on the slow side.

The junction stress follows from the slope on the bamboo side:

$$\frac{d\sigma_J}{dt}=\frac{\kappa_{\rm B}G-G\sqrt{\kappa_{\rm P}\kappa_{\rm B}}}{\sqrt{\pi\kappa_{\rm B}t}}=\frac{G}{\sqrt{\pi t}}\left(\sqrt{\kappa_{\rm B}}-\sqrt{\kappa_{\rm P}}\right).$$

Since $\int_0^t dt'/\sqrt{t'}=2\sqrt t$,

$$\boxed{\sigma_J(t)=2G\sqrt{\frac t\pi}\left(\sqrt{\kappa_{\rm B}}-\sqrt{\kappa_{\rm P}}\right)} \tag{6}$$

For $G>0$ and $\kappa_{\rm P}>\kappa_{\rm B}$ the junction is compressed: more atoms arrive than leave. Reversing the current changes the sign of $G$ and makes the junction tensile. Setting $\kappa_{\rm B}=0$ recovers the wall, equation (3). If the two diffusivities are close, $\kappa_{\rm B}=\kappa_{\rm P}(1+\varepsilon)$, then $\sqrt{\kappa_{\rm B}}\approx\sqrt{\kappa_{\rm P}}(1+\varepsilon/2)$ and $\sigma_J\approx\varepsilon G\sqrt{\kappa_{\rm P}t/\pi}$. It vanishes when the segments match.

**Uniqueness.** We guessed the form (4), so we must exclude other solutions. Let $w$ be the difference of two stress solutions that decay far away. The term $G$ cancels, $w$ starts from zero, and $w$ and $\kappa\,\partial w/\partial x$ are continuous at the junction. Multiply $\partial w/\partial t=\partial(\kappa\,\partial w/\partial x)/\partial x$ by $w$ and integrate by parts. The junction terms cancel and

$$\frac{d}{dt}\int\frac{w^2}{2}\,dx=-\int\kappa\left(\frac{\partial w}{\partial x}\right)^2dx\le0.$$

The integral on the left starts at zero and cannot become negative, so $w=0$.

## 3. The stress profile and the origin of the difference of roots

From (1), $\partial\sigma/\partial x=\varphi/\kappa_i-G$. On the bamboo side, (4) and (5) give

$$\frac{\partial\sigma}{\partial x}=\left(\frac{\varphi_J}{\kappa_{\rm B}}-G\right)(1-\mathrm{erf}\,\xi)=-G\,\frac{\sqrt{\kappa_{\rm B}}-\sqrt{\kappa_{\rm P}}}{\sqrt{\kappa_{\rm B}}}\,\mathrm{erfc}\,\xi.$$

The stress change vanishes far away, so $\sigma(x)=-\int_x^\infty(\partial\sigma/\partial x')\,dx'$. With $dx'=2\sqrt{\kappa_{\rm B}t}\,du$ and an integration by parts,

$$\int_\xi^\infty\mathrm{erfc}\,u\,du=\frac{e^{-\xi^2}}{\sqrt\pi}-\xi\,\mathrm{erfc}\,\xi,$$

we obtain

$$\sigma=\sigma_J\,g(\xi),\qquad g(\xi)=e^{-\xi^2}-\sqrt\pi\,\xi\,\mathrm{erfc}\,\xi. \tag{7}$$

On the polycrystalline side the slope has the opposite sign and $\sqrt{\kappa_{\rm P}}$ in the denominator. Integrating from $-\infty$ gives (7) again, with $\kappa_{\rm P}$ in $\xi$. The two sides have one shape, stretched in proportion to $\sqrt{\kappa_i}$.

Now count atoms. Integrating (1) over the whole line gives $\int\sigma\,dx=(\kappa_{\rm B}-\kappa_{\rm P})Gt$. From the profile, $\int_0^\infty g\,d\xi=\sqrt\pi/2-\sqrt\pi/4=\sqrt\pi/4$, so

$$\int\sigma\,dx=\sigma_J\,\frac{\sqrt{\pi t}}2\left(\sqrt{\kappa_{\rm P}}+\sqrt{\kappa_{\rm B}}\right).$$

Equating the two,

$$\sigma_J=2G\sqrt{\frac t\pi}\;\frac{\kappa_{\rm B}-\kappa_{\rm P}}{\sqrt{\kappa_{\rm P}}+\sqrt{\kappa_{\rm B}}},$$

which is (6). The imbalance of supply is a difference of diffusivities. The length over which it is stored is a sum of their roots. The quotient is a difference of roots.

## 4. When the driving force or the modulus differs

The effective charge along grain boundaries need not equal that along interfaces, and the modulus can depend on grain orientation. Let $G_i$ and $M_i$ differ. The continuous quantity is now $u=\Omega J=\varphi/M_i$, whose undisturbed values are $u_i=\kappa_iG_i/M_i$. Equal stress rates require $M_i\,\partial u/\partial x$ to match. With the error-function form as before and $y_i=\sqrt{\kappa_i}/M_i$,

$$\frac{u_{\rm B}-u_J}{y_{\rm B}}=-\frac{u_{\rm P}-u_J}{y_{\rm P}}\quad\Rightarrow\quad u_J=\frac{y_{\rm P}u_{\rm B}+y_{\rm B}u_{\rm P}}{y_{\rm P}+y_{\rm B}}.$$

Then $u_{\rm B}-u_J=y_{\rm B}(u_{\rm B}-u_{\rm P})/(y_{\rm P}+y_{\rm B})$. The stress rate is $(u_{\rm B}-u_J)/(y_{\rm B}\sqrt{\pi t})$, and integration gives

$$\sigma_J=2\sqrt{\frac t\pi}\;\frac{\kappa_{\rm B}G_{\rm B}/M_{\rm B}-\kappa_{\rm P}G_{\rm P}/M_{\rm P}}{\sqrt{\kappa_{\rm P}}/M_{\rm P}+\sqrt{\kappa_{\rm B}}/M_{\rm B}}. \tag{8}$$

Equation (8) assumes, as before, a uniform initial stress. If the segments start at different stresses $\sigma_{0,\rm P}$ and $\sigma_{0,\rm B}$, as thermal stress with unequal moduli can cause, the total junction stress is (8) plus the constant $(y_{\rm P}\sigma_{0,\rm P}+y_{\rm B}\sigma_{0,\rm B})/(y_{\rm P}+y_{\rm B})$. For a uniform start the $\sqrt t$ law survives, but the amplitude is in general no longer proportional to the difference of roots. With equal $\kappa$ and $M$ but unequal $G$, for instance, (8) gives $\sigma_J=(G_{\rm B}-G_{\rm P})\sqrt{\kappa t/\pi}$, where (6) would give zero.

## 5. When the polycrystalline segment is finite

Let the polycrystalline segment have length $L$, with long bamboo segments at both ends and equal $G$ and $M$ again. Measure $x$ from its middle. Replacing $x$ by $-x$ and $\sigma$ by $-\sigma$ leaves (1) unchanged, so the stress is odd about the middle.

Use the Laplace transform $\hat\sigma(s)=\int_0^\infty e^{-st}\sigma\,dt$. Since $\sigma$ starts at zero, $s\hat\sigma=\kappa_i\hat\sigma''$. With $q=\sqrt{s/\kappa_{\rm P}}$ and $\hat S$ the transformed stress at the right-hand junction, the polycrystalline side has $\hat\sigma=\hat S\sinh(qx)/\sinh(qL/2)$. The bamboo side decays as $e^{-\sqrt{s/\kappa_{\rm B}}\,(x-L/2)}$. Continuity of flux reads

$$\sqrt{\kappa_{\rm P}s}\,\coth\!\left(\tfrac{qL}2\right)\hat S+\frac{\kappa_{\rm P}G}s=-\sqrt{\kappa_{\rm B}s}\,\hat S+\frac{\kappa_{\rm B}G}s,$$

so that

$$\hat S=\frac{(\kappa_{\rm B}-\kappa_{\rm P})G}{s^{3/2}\left[\sqrt{\kappa_{\rm P}}\coth(qL/2)+\sqrt{\kappa_{\rm B}}\right]}.$$

For $L\to\infty$ the coth is 1. Since $s^{-3/2}$ is the transform of $2\sqrt{t/\pi}$, this is (6) again. For a long but finite segment, $\coth(qL/2)\approx1+2e^{-qL}$, and to first order in $e^{-qL}$

$$\hat S\approx\frac{G(\sqrt{\kappa_{\rm B}}-\sqrt{\kappa_{\rm P}})}{s^{3/2}}\left[1-\frac{2\sqrt{\kappa_{\rm P}}}{\sqrt{\kappa_{\rm P}}+\sqrt{\kappa_{\rm B}}}\,e^{-qL}\right].$$

In the infinite problem the transformed stress at distance $L$ from the junction is $e^{-qL}$ times that at the junction, and in time this factor is $g$. The relative change of the junction stress is therefore

$$\frac{\Delta\sigma_J}{\sigma_J}\approx-\frac{2\sqrt{\kappa_{\rm P}}}{\sqrt{\kappa_{\rm P}}+\sqrt{\kappa_{\rm B}}}\;g\!\left(\frac L{2\sqrt{\kappa_{\rm P}t}}\right). \tag{9}$$

The opposite stress from the far junction arrives and weakens the near one.

## 6. An aluminium line under accelerated test

Take rough typical values for aluminium at 473 K: $Z^*=4$, $\rho=4.5\ \mu\Omega\,$cm, $j=1$ MA/cm², $\Omega=0.0166$ nm³, $M=60$ GPa, $D_{\rm P}=10^{-12}$ cm²/s and $D_{\rm B}=10^{-14}$ cm²/s. Electrons flow from P to B.

The wind force is $F=1.80\times10^{-3}$ eV/µm, and $G=F/\Omega=17.37$ MPa/µm. With $a=\Omega^{1/3}=0.255$ nm, the hopping bias $Fa/2kT$ from the wind alone is $5.6\times10^{-6}$. The stress gradient adds to the force on the bamboo side. By (5) the total force at the junction is there $\sqrt{\kappa_{\rm P}/\kappa_{\rm B}}=10$ times the wind force, which gives a bias of $5.6\times10^{-5}$, so the linear drift law is still safe. The stress diffusivities are $\kappa_{\rm P}=1.525\times10^{-2}$ and $\kappa_{\rm B}=1.525\times10^{-4}$ µm²/s, with roots $0.1235$ and $0.01235$ µm/s$^{1/2}$. After 10 min, $\sqrt{t/\pi}=\sqrt{600/\pi}=13.82$ s$^{1/2}$ and

$$\sigma_J=2(17.37)(13.82)(0.01235-0.1235)\ \text{MPa}\approx-53\ \text{MPa}.$$

A direct numerical balance of atoms in small cells, which does not use (6), gives the same value. For $\kappa_{\rm B}/\kappa_{\rm P}=4$, $0.5$, $0.1$ and $0.01$, at three times up to 35 min, it differs from (6) by at most 0.003 % of the junction stress. The computed junction flux is 0.1000 of the undisturbed polycrystalline flux, as (5) requires for a diffusivity ratio of 0.01.

The length $2\sqrt{\kappa t}$ is 6.05 µm in P and 0.605 µm in B. Positions 3 µm into P and 0.3 µm into B have the same $\xi\approx0.50$, and both carry $-19$ MPa. Since time scales as stress squared, a compression of 100 MPa takes $10\,(100/53.37)^2\approx35$ min.

**What the model leaves out.** Each change below refers to the magnitude of $\sigma_J$ at 10 min unless stated otherwise, with the other inputs held fixed.

- *Stress-dependent diffusivity.* If $D\propto e^{\Omega\sigma/kT}$, then with $\Omega|\sigma_J|/kT=0.14$ the diffusivity at the junction falls by about 13 % in compression. The computed stress changes by much less: $-1.2$ % for this current direction and $+1.2$ % for the reverse. The change grows with the stress: for this direction it is $-2.3$ % at 35 min and $-4.4$ % at 120 min.
- *Finite length.* For $L=30$ µm the numerical change at 120 min is $-3.6$ %. Equation (9) agrees: $L/(2\sqrt{\kappa_{\rm P}t})=1.43$, $g\approx0.020$, and the prefactor is $2/1.1=1.82$. At 10 min the effect is below the numerical error. Equation (9) is of first order in $g$ and overstates the change later on: it gives $-27$ % against $-26$ % at 360 min and $-72$ % against $-57$ % at 1200 min.
- *Unequal properties.* By (8), doubling the bamboo effective charge gives $-1.0$ %, and a bamboo modulus 1.5 times larger gives $+1.7$ %. Both are small here, provided the initial stress is uniform. With the stiffer bamboo segment, initial stresses of 200 MPa in P and 300 MPa in B would alone move the junction stress by about 7.5 MPa from the initial value in P. The charge enters (8) through the undisturbed bamboo flux, which is 1 % of the polycrystalline one. The modulus enters through the bamboo term of the denominator, which is one eleventh of the whole.
- *Bamboo structure.* The bamboo diffusion length is close to an assumed line width of 0.5 µm, so a one-dimensional description is marginal there. Blocking that side completely gives $+11$ %, which limits the error only if the bamboo side takes up fewer atoms than assumed. If it takes up more, the stress falls: by (6), a tenfold larger $D_{\rm B}$ gives $-24$ %.
- *Heating.* A rise of 5 K gives $+8$ %, with activation energies of 0.6 eV (P) and 0.9 eV (B) and resistivity proportional to temperature at fixed $Z^*$. With the product $Z^*\rho$ held fixed instead, it gives $+7$ %.
- *Vacancy storage.* Stress also changes the vacancy fraction $c$, by $c\,\Omega\,d\sigma/kT$, against the elastic storage $d\sigma/M$. With $c\approx e^{-E_v/kT}$, which neglects the formation entropy, and a formation energy $E_v=0.7$ eV, the ratio $cM\Omega/kT$ is about $5\times10^{-6}$.

**Beside a real line.** The temperature and current density are in the range of accelerated tests on aluminium interconnects. The diffusivities are uncertain inputs, since they depend on grain size, alloying and interface quality. If both were ten times larger, the stress at a given time would rise by $\sqrt{10}\approx3.2$, far more than any correction listed above. A real line also carries thermal stress from processing, which must be added to $\sigma$ before comparison with a threshold for voiding or for cracking of the dielectric. Once a void opens, its free surface fixes the local stress and (6) no longer applies.

At 373 K, with the same current density, activation energies and resistivity scaling, the model needs about 34 h to reach 100 MPa instead of 35 min. This extrapolation assumes that the segments are still long enough, that the same diffusion paths dominate, and that $Z^*$ does not depend on temperature. If instead the product $Z^*\rho$ is constant, the time is about 21 h. The remaining figures are in the numerical output below.

## Calculated quantities

```
INPUTS (rough typical values)
temperature                          473 K
atomic volume                        0.0166 nm^3
effective modulus                    60 GPa
effective charge number              4.0
resistivity                          4.5 uOhm cm
current density                      1.0 MA/cm2
D polycrystalline                    1.0e-12 cm2/s
D bamboo                             1.0e-14 cm2/s
time of example                      10 min
RESULTS
thermal energy kT                    0.04076 eV
wind force F                         1.8000e-03 eV/um
hopping bias F a/(2kT)               5.63e-06
driving gradient G                   17.373 MPa/um
kappa polycrystalline                1.5252e-02 um2/s
kappa bamboo                         1.5252e-04 um2/s
sqrt kappa, poly                     0.12350 um/s^0.5
sqrt kappa, bamboo                   0.01235 um/s^0.5
length 2 sqrt(kappa t), poly         6.050 um
length 2 sqrt(kappa t), bamboo       0.605 um
junction stress, law                 -53.37 MPa
junction stress, finite volume       -53.37 MPa
stress at x = -3.0 um               -19.07 MPa
stress at x = +0.3 um               -19.07 MPa
time to 100 MPa compression          35.1 min
junction flux / poly flux, computed  0.1000
junction flux / poly flux, law       0.1000
largest error of law in tests        0.003 %
largest profile error                0.002 %
NEGLECTED EFFECTS (change of junction stress magnitude)
Omega |sigma_J| / kT                 0.1357
stress-dependent D, compressed       -1.23 %
stress-dependent D, tensile          +1.18 %
shift of these on doubling cells     0.0014 %
poly segment length                  30 um
finite length, at    10 min          +0.004 %
finite length, at   120 min          -3.620 %
bamboo effective charge doubled      -1.01 %
bamboo modulus 1.5 times larger      +1.70 %
line width                           0.5 um
bamboo side fully blocked            +11.11 %
activation energies, poly / bamboo   0.6 / 0.9 eV
heating by 5 K                       +8.10 %
vacancy formation energy             0.7 eV
atoms stored by vacancy change       5.3e-06 of total
time to 100 MPa at 373 K            33.6 h
```
